\section*{One-loop energy of a uniform magnetic field and the running coupling, part 2}

We seek the energy density of a static magnetic field of $10^{11}$ T including the electron loop, and which fine-structure constant $\alpha$ belongs with which arbitrary zeta-function scale $\mu$ (an inverse length). With one fixed $\alpha$, the loop term is negative at $\mu=M$ and positive at $\mu=10M$.

Units are $\hbar=m_e=e=4\pi\epsilon_0=1$, so $c=1/\alpha_0$ with $\alpha_0$ the measured constant, and $M=m_ec/\hbar=c$ in bohr$^{-1}$. $B$ means charge times field, uniform and along $z$. Energy densities are in $E_h/$bohr$^3$.

The operator $(\gamma\cdot\pi)^2$, with $\pi_\mu$ the kinetic momentum, has eigenvalues $k_3^2+k_4^2+2BN$, $N=0,1,2,\dots$. Per unit area there are $B/2\pi$ states times 2 for $N=0$ and times 4 for $N\ge1$. The momentum $k_4$ belongs to imaginary time, of total extent $T$. Per unit four-volume, $(\gamma\cdot\pi)^2+M^2$ has zeta function $\zeta(s)$ and heat kernel $K(t)$, related by the Mellin integral $\zeta(s)=\frac{\mu^{2s}}{\Gamma(s)}\int_0^\infty dt\,t^{s-1}K(t)$, with $t$ the proper time and $y=Bt$.

With $x=M^2/2B$, $\zeta_H(z,x)=\sum_{N\ge0}(N+x)^{-z}$ and a prime on $\zeta_H$ for the derivative in its first argument,
\begin{equation}
\zeta(s)=\frac{B^2}{2\pi^2}\left(\frac{\mu^2}{2B}\right)^{s}\frac{2\zeta_H(s-1,x)-x^{1-s}}{s-1}.
\label{zetaB}
\end{equation}
\begin{equation}
y\coth y=1+\frac{y^2}{3}-\frac{y^4}{45}+\frac{2y^6}{945}-\dots
\label{series}
\end{equation}
Subtracting the $B=0$ value (denoted $\Delta$) gives $\Delta\zeta(0)=B^2/12\pi^2$ and the loop energy density $u_1$:
\begin{align}
F&=\frac16\left[1+\ln\frac{\mu^2}{2B}\right]-\frac{x^2}{2}+(x^2-x)\ln x-2\zeta_H'(-1,x),\label{F}\\
u_1&=\frac{cB^2}{4\pi^2}\,F=3c\,\Delta\zeta(0)\,F .\label{u1}
\end{align}
\begin{equation}
F=\frac16\ln\frac{\mu^2}{M^2}+\frac12\int_0^\infty\frac{dy}{y^3}\,e^{-2xy}\left(y\coth y-1-\frac{y^2}{3}\right).
\label{proper}
\end{equation}
The classical energy density is $u_0=cB^2/8\pi\alpha$ with $\alpha=\alpha(\mu)$. Requiring $u_0+u_1$ to be independent of $\mu$ gives $1/\alpha$ the slope $-2/3\pi$ in $\ln\mu$:
\begin{equation}
\beta(\alpha)=\mu\frac{d\alpha}{d\mu}=\frac{2\alpha^2}{3\pi},\qquad\frac{1}{\alpha(\mu)}=\frac{1}{\alpha(M)}-\frac{1}{3\pi}\ln\frac{\mu^2}{M^2}.
\label{beta}
\end{equation}

\subsection*{Weak field: fixing $\alpha(M)$}

For $x\gg1$ the exponential in (\ref{proper}) confines $y$ to small values, so insert (\ref{series}) and use $\int_0^\infty y^pe^{-2xy}dy=p!/(2x)^{p+1}$. The first term is $\frac12(-\frac1{45})\frac{1}{4x^2}$ and the second is $\frac12\cdot\frac{2}{945}\cdot\frac{6}{16x^4}$:
\begin{equation}
F=\frac16\ln\frac{\mu^2}{M^2}-\frac{1}{360x^2}+\frac{1}{2520x^4}-\dots
\end{equation}
The series is asymptotic and not convergent, because (\ref{series}) converges only for $|y|<\pi$ (the poles of $\coth$ lie at $\pm i\pi$) while the integral runs to infinity. At $\mu=M$ the constant term vanishes, so $u_0+u_1\to cB^2/[8\pi\alpha(M)]$ as $B\to0$. The measured coupling is the one that governs weak static fields, so at one loop
\begin{equation}
\alpha(M)=\alpha_0 .
\end{equation}
That settles your choice. With $1/x^2=4B^2/M^4$ the leading loop term at $\mu=M$ is
\begin{equation}
u_1\simeq-\frac{cB^4}{360\pi^2M^4},
\label{weak}
\end{equation}
the quartic Euler--Heisenberg term.

Define a $\mu$-independent effective coupling by $u_0+u_1=cB^2/[8\pi\alpha_{\rm eff}(B)]$. From (\ref{u1}) at $\mu=M$,
\begin{equation}
\frac{1}{\alpha_{\rm eff}(B)}=\frac1{\alpha_0}+\frac2\pi F,\qquad\frac{u_1}{u_0}=\frac{2\alpha_0}{\pi}F .
\end{equation}
At weak field $F=-B^2/90M^4$, so $d(1/\alpha_{\rm eff})/d\ln\sqrt B=-4B^2/(45\pi M^4)$, which goes to zero. The running of the physical coupling therefore dies out as $B^2/M^4$ for $B\ll M^2$. Equation (\ref{beta}) holds for every $\mu$, but using $\alpha(\mu)$ with $\mu\ll M$ and omitting $u_1$ is an error, since $u_1$ then contains a logarithm that cancels the running.

\subsection*{Strong field: where the running is physical}

Separating $N=0$ gives $\zeta_H(z,x)=x^{-z}+\zeta_H(z,1+x)$, and differentiating at $z=-1$ gives $\zeta_H'(-1,x)=-x\ln x+\zeta_H'(-1,1+x)$. The last term is smooth at $x=0$ and equals $\zeta_R'(-1)+O(x)$, with the Riemann value $\zeta_R'(-1)=-0.16542114$. In (\ref{F}) the logarithmic terms combine as $-x\ln x+2x\ln x$, so
\begin{equation}
F=\frac16\left[\ln\frac{\mu^2}{2B}+1-12\zeta_R'(-1)\right]+x\ln x+O(x),
\label{strong}
\end{equation}
with $1-12\zeta_R'(-1)=2.9850537$. At $\mu=M$ the first logarithm is $\ln x$, and
\begin{equation}
\frac{1}{\alpha_{\rm eff}(B)}\to\frac1{\alpha_0}-\frac{1}{3\pi}\left[\ln\frac{2B}{M^2}-2.9850537\right]=\frac{1}{\alpha(\mu_B)},
\label{asym}
\end{equation}
where comparison with (\ref{beta}) gives $\mu_B^2=2B\,e^{-2.9850537}=0.10107\,B$. The mass has dropped out of the leading term of (\ref{strong}), so $F$ can depend only on $\mu^2/B$, and the slope in $\ln\sqrt B$ must be minus the slope in $\ln\mu$. This is how $\zeta(0)$ becomes observable: $d(1/\alpha_{\rm eff})/d\ln\sqrt B\to-2/3\pi$. Choosing $\mu=\mu_B$ removes the leading loop term, so for $B\gg M^2$ nearly the whole effect sits in $\alpha(\mu_B)$. What remains in $u_1$ is the part of order $x\ln x$, which is negligible only when $x$ is very small.

As an outside comparison, not needed for the derivation, the one-loop vacuum-polarization diagram at spacelike momentum $Q$ gives $1/\alpha_{\rm eff}(Q)=1/\alpha_0-\frac2\pi\int_0^1d\xi\,\xi(1-\xi)\ln[1+\xi(1-\xi)Q^2/M^2]$. For $Q\gg M$ the logarithm has slope 2 in $\ln Q$ and $\int_0^1\xi(1-\xi)d\xi=\frac16$, so the slope is again $-2/3\pi$. The constant beside the logarithm differs between the two probes; only the slope is shared.

\subsection*{Numbers}

The constants are $c=M=137.0359992$, field unit $235051.76$ T, and energy-density unit $2.9421016\times10^{13}$ J/m$^3$. The natural field is $B_c=M^2=18778.865$ a.u. $=4.4140052\times10^9$ T, and $x=B_c/2B$. The three fields below are chosen inputs, first with $\mu=M$. Many digits are kept only so that the arithmetic and the $\mu$ independence can be followed; two-loop terms, which are not computed here, carry one more power of $\alpha$, so as physics no more than about two figures of $u_1$ should be trusted.

Take 800 T as the weak-field example. Then $B=800/235051.76=0.0034035057$ and $x=2758753.3$. The weak-field term is $F=-1/(360x^2)=-3.6498\times10^{-16}$, and with $\Delta\zeta(0)=9.780746\times10^{-8}$ bohr$^{-4}$,
\begin{equation}
u_1=3(137.036)(9.780746\times10^{-8})(-3.6498\times10^{-16})=-1.4676\times10^{-20}\ E_h/\text{bohr}^3 .
\end{equation}
This agrees with (\ref{weak}) in all printed digits. Against $u_0=0.0086553$ the ratio is $-1.70\times10^{-18}$. Here $\zeta_H'(-1,x)=5.45\times10^{13}$, so the closed form (\ref{F}) cancels about thirty digits and is useless in double precision. For weak fields use the series, or use (\ref{proper}) with the bracket replaced by its expansion from (\ref{series}) at small $y$, because the bracket as written also cancels there.

At $B=B_c$, $x=\frac12$, $\ln x=-0.6931472$ and $\zeta_H'(-1,\frac12)=0.05382944$. The four terms of (\ref{F}) give
\begin{equation}
F=0.0511421-0.125+0.1732868-0.1076589=-0.0082300 ,
\end{equation}
against the printed $-0.0082299469$. With $\Delta\zeta(0)=2977540.6$, $u_1=-1.00742\times10^{7}$, while $u_0=2.63492\times10^{11}$, a ratio of $-3.82\times10^{-5}$, and $1/\alpha_{\rm eff}-1/\alpha_0=-0.00524$. The quartic formula gives $-1.36010\times10^7$, too large in magnitude by a factor $1.35$.

At your field of $10^{11}$ T, roughly magnetar size, $B=425438.22=22.655\,B_c$, $x=0.022070026$, $\ln x=-3.813535$ and $\zeta_H'(-1,x)=-0.090396424$. Then
\begin{align}
F&=-0.4689225-0.0002435+0.0823073+0.1807928=-0.2060659,\\
u_1&=3(137.036)(1.5282416\times10^9)(-0.2060659)=-1.294655\times10^{11},\\
u_0&=c^2B^2/8\pi=1.3523916\times10^{14},
\end{align}
in $E_h/$bohr$^3$. The sum is $1.35109699\times10^{14}$, the ratio $u_1/u_0$ is $-9.573\times10^{-4}$, and $1/\alpha_{\rm eff}-1/\alpha_0=\frac2\pi F=-0.13119$.

The asymptote (\ref{asym}) gives only $(-3.813535+2.985054)/3\pi=-0.08790$, about two thirds of the true shift, although $B$ is over twenty times $B_c$. The constant cancels almost four fifths of the logarithm at this field, so the neglected terms of (\ref{strong}), led by $x\ln x\approx-0.084$, are comparable with what remains of the leading term. At $10^{11}$ T neither the weak-field series nor the leading strong-field form is adequate, so use (\ref{F}) or (\ref{proper}).

Now repeat with $\mu=10M$. From (\ref{beta}), $1/\alpha=137.0359992-\ln(100)/3\pi=136.5473754$. From (\ref{proper}), $F=-0.20606588+\ln(100)/6=0.56146248$. Then $u_1=+3.5275134\times10^{11}$ and $u_0=1.3475695\times10^{14}$. The loop term has risen by $4.822\times10^{11}$ and the classical term has fallen by the same amount, and the sum is again $1.35109699\times10^{14}$. Your sign change came from combining $u_1(10M)$ with $\alpha_0$, an error of $4.822\times10^{11}$, nearly four times the real effect.

\subsection*{Limits of validity}

The result for $u_1$ is for the vacuum at zero temperature: integrating over a continuous $k_4$ means $T\to\infty$, and real electrons filling Landau levels, as in stellar matter, add their own energy. It is also for a uniform field, and gradients add derivative terms. Where currents flow, slow variation over the length $1/M$ is not enough to neglect them in a weak field, because the first one is quadratic in $B$ while $u_1$ at $\mu=M$ is quartic. For a Fourier component $B_k$ this term is proportional to $k^2|B_k|^2$, which equals $|k\times B_k|^2$ because $k\cdot B_k=0$. After integration by parts it is the square of $\nabla\times B$, so in a current-free region it reduces to a surface term, and only gradient terms of higher order remain in the bulk. As an example with currents, take a field $B\cos kx$ along $z$ with $k\ll M$. The vacuum-polarization formula above, expanded for small $Q=k$, shifts $1/\alpha$ by $-k^2/(15\pi M^2)$. With the period averages $\frac12$ of $\cos^2kx$ and $\frac38$ of $\cos^4kx$, the gradient energy is $4k^2M^2/B^2$ times the quartic energy from (\ref{weak}). For this field the uniform-field result needs $1/k\gg2M/B$, and $2M/B$ is about 4 micrometres at 800 T. The beta function is not sensitive to gradients, because gauge and Lorentz invariance make the $B^2$ term part of the local invariant $F_{\mu\nu}F_{\mu\nu}$, whose coefficient a constant field is enough to fix. For an electric field the argument of $\coth$ turns imaginary, poles fall on the proper-time axis, and the action acquires an imaginary part from pair creation; $\Delta\zeta(0)$ just continues to the invariant, with $B^2\to B^2-E^2/c^2$. Each heavier charged lepton adds its own determinant, whose effect on the physical running is suppressed as $B^2/M^4$ while $B$ is well below its own $M^2$, and sets in gradually above that. For the muon at $10^{11}$ T the weak-field form $F=-B^2/90M^4$ gives about $10^{-8}$ of the electron term. Quarks are confined, so this free-particle determinant does not apply to them. Two-loop terms carry one more power of $\alpha$ and are not included. The pole of $\alpha(\mu)$ in (\ref{beta}) lies where $\alpha$ is no longer small, outside the reach of a one-loop calculation.

\subsection*{What the numerical check tests}

The numerical check diagonalizes $(\gamma\cdot\pi)^2$ built from explicit matrices and finds the levels $2BN$ with the stated multiplicities, and it counts the states per level on a lattice torus with a known number of flux quanta. It compares (\ref{zetaB}) with a direct level sum and momentum quadrature at $s=5$, and its continuation with the Mellin integral at $s=\frac12$. It obtains $\zeta(0)$ symbolically from the heat kernel, and compares (\ref{F}) with a numerical $s$-derivative and with quadrature of (\ref{proper}). The coefficient $-0.21220659$ is tested against the $\mu$-slope of the numerical derivative, against the slope in $\ln\sqrt B$ near $x=10^{-7}$, which is the printed value $-0.21220557$, and against the vacuum-polarization slope near $Q=1000M$, printed as $-0.2122059$. Both slopes are finite differences over a factor 2, and the small deviations can be estimated. Between $x=10^{-7}$ and $x/4$ the term $x\ln x$ of (\ref{strong}) changes by $1.17\times10^{-6}$, which shifts the slope by $\frac{2}{\pi}(1.17\times10^{-6})/\ln2=1.08\times10^{-6}$, close to the observed $1.02\times10^{-6}$. For the polarization integral, $\ln(1+w)\approx\ln w+1/w$ adds $-\frac2\pi M^2/Q^2$, which between $Q=1000M$ and $2000M$ shifts the slope by $\frac2\pi\cdot\frac34\times10^{-6}/\ln2=6.9\times10^{-7}$, as observed. It also checks $u_0$ against $B_{\rm SI}^2/2\mu_0$ and the $\mu$ independence of $u_0+u_1$.

\section*{Computed values}
\begin{verbatim}
c = 1/alpha0 = M = 137.0359992 a.u. (M in 1/bohr)
field unit = 235051.76 T
energy density unit = 2.9421016e+13 J/m^3
B_c = c^2 = 18778.865 a.u.
B_c = 4.4140052e+9 T
-2/(3 pi) = -0.21220659 
slope from mu, sqrt(B) at x=1e-7 = -0.21220557 
slope from vacuum polarization at Q=1000 M = -0.2122059 
beta = 2 alpha0^2/(3 pi) = 1.1300288e-5 
zeta_R'(-1) = -0.16542114 
1 - 12 zeta_R'(-1) = 2.9850537 
mu_B^2/B = 0.10107358 
--- 800 T, mu = M
B = 0.0034035057 a.u.
x = 2758753.3 
zeta_H'(-1,x) = 5.4531887e+13 
Delta zeta(0) = B^2/(12 pi^2) = 9.780746e-8 bohr^-4
F = -3.6498228e-16 
u0 = 0.0086553065 Eh/bohr^3
u1 = -1.4675729e-20 Eh/bohr^3
u1/u0 = -1.6955759e-18 
1/alpha_eff - 1/alpha0 = -2.3235493e-16 
weak-field u1 = -1.4675729e-20 Eh/bohr^3
--- B_c, mu = M
B = 18778.865 a.u.
x = 0.5 
zeta_H'(-1,x) = 0.053829439 
Delta zeta(0) = B^2/(12 pi^2) = 2977540.6 bohr^-4
F = -0.0082299469 
u0 = 2.6349244e+11 Eh/bohr^3
u1 = -10074202.0 Eh/bohr^3
u1/u0 = -3.8233362e-5 
1/alpha_eff - 1/alpha0 = -0.0052393469 
weak-field u1 = -13601008.0 Eh/bohr^3
--- 1e11 T, mu = M
B = 425438.22 a.u.
x = 0.022070026 
zeta_H'(-1,x) = -0.090396424 
Delta zeta(0) = B^2/(12 pi^2) = 1.5282416e+9 bohr^-4
F = -0.20606588 
u0 = 1.3523916e+14 Eh/bohr^3
u1 = -1.2946549e+11 Eh/bohr^3
u1/u0 = -0.00095730767 
1/alpha_eff - 1/alpha0 = -0.13118561 
B/B_c = 22.655161 
strong-field asymptote of 1/alpha_eff - 1/alpha0 = -0.08790458 
u0 + u1 = 1.35109698611e+14 Eh/bohr^3
--- 1e11 T, mu = 10 M
1/alpha(10 M) = 136.5473754 
F(10 M) = 0.56146248 
u0(10 M) = 1.3475695e+14 Eh/bohr^3
u1(10 M) = 3.5275134e+11 Eh/bohr^3
u0 + u1 = 1.35109698611e+14 Eh/bohr^3
\end{verbatim}
